# Why a relativistic bunch's magnetic kick does not depend on its length

**Question**

I am working on ultrafast switching with electron bunches and am stuck on a claim I have to prove. A relativistic bunch of 1 nC passes a spin at a distance of 50 µm. The time-integrated magnetic field at the spin is supposed to be $4\times10^{-12}$ T s regardless of bunch length, and to rotate a spin perpendicular to the field by about 40 degrees.

The field of a fast charge contains the Lorentz factor, and a shorter bunch surely has a larger peak field. Where do both dependences go? And does the angle still hold if the spin belongs to a magnetic film, where other fields act on it?

**Answer**

The integrated field is independent of bunch length, and also of the speed. The rotation angle inherits this for a free spin, meaning one that is held at rest and feels no other magnetic field. In a magnet it does so approximately, when the pulse is short enough.

I use SI units. The bunch moves along $+z$ at constant speed $v$ in free space, and the spin sits at rest at $(b,0,0)$. $Q$ and $\gamma_e$ (the electron's gyromagnetic ratio) are positive magnitudes. The Lorentz factor is $\gamma=1/\sqrt{1-v^2/c^2}$.

**One charge**

Let a charge $q$ pass the point $z=0$ at $t=0$. In its rest frame there is only a Coulomb field, and the spin has coordinates $x'=b$, $z'=-\gamma vt$. The transverse field there is

$$E'_x=\frac{q}{4\pi\varepsilon_0}\frac{b}{(b^2+\gamma^2v^2t^2)^{3/2}} .$$

Going back to the laboratory multiplies the transverse electric field by $\gamma$ and creates a magnetic field $\mathbf B=\mathbf v\times\mathbf E/c^2$. Since $\hat z\times\hat x=\hat y$, this field points along $+y$ for positive $q$ and along $-y$ for electrons. With $1/(\varepsilon_0c^2)=\mu_0$, its size is

$$B(t)=\frac{\mu_0q}{4\pi}\,\frac{\gamma v b}{(b^2+\gamma^2v^2t^2)^{3/2}} .$$

Now substitute $u=\gamma vt/b$, so that $dt=b\,du/(\gamma v)$ and the denominator becomes $b^3(1+u^2)^{3/2}$:

$$\int_{-\infty}^{\infty}B\,dt=\frac{\mu_0q}{4\pi}\,\frac{\gamma vb}{b^3}\,\frac{b}{\gamma v}\int_{-\infty}^{\infty}\frac{du}{(1+u^2)^{3/2}}
=\frac{\mu_0q}{4\pi b}\left[\frac{u}{\sqrt{1+u^2}}\right]_{-\infty}^{\infty}=\frac{\mu_0q}{2\pi b}.$$

The bracket equals 2. The peak field grows as $\gamma v$ while the duration shrinks as $1/(\gamma v)$, so the area stays fixed. Integrating the retarded field of the charge numerically gives the same area at $v/c=0.10$, 0.60 and 0.95.

**Why the speed has to cancel**

Apply the Ampère–Maxwell law to the circle of radius $b$ around the axis in the plane $z=0$, and integrate from $-T$ to $T$:

$$2\pi b\int_{-T}^{T}B\,dt=\mu_0\Big\{q+\varepsilon_0\big[\Phi(T)-\Phi(-T)\big]\Big\},$$

where $\Phi$ is the electric flux through the disc. The charge crosses the disc once, whatever its speed. After the crossing the charge lies beyond the disc and its field there points backwards. Integrating $E_z$ over the disc gives, with $U=\gamma vT/b$,

$$\Phi(T)=-\frac{q}{2\varepsilon_0}\left(1-\frac{U}{\sqrt{1+U^2}}\right),\qquad \Phi(-T)=-\Phi(T).$$

The curly bracket is therefore $qU/\sqrt{1+U^2}$, which tends to $q$ as the window grows. A short window misses part of the impulse. For $v/c=0.6$ and $T=1.5\,b/c=0.250$ ps one has $U=1.125$, and the fraction collected is 0.747.

High speed still has two uses. It shortens the passage time $b/(\gamma v)$, and it limits the electric kick: because $E=c^2B/v$ for the transverse fields, the electric impulse is $c^2/v$ times the magnetic one. A slow beam would give the same magnetic impulse with a larger electric impulse. Even as $v\to c$ the kick is not small: for the bunch in the question it would give an electron a momentum $ec\int B\,dt\approx0.70\,m_ec$. The spin must therefore belong to a bound electron. An unbound one is pushed away during the pulse and turns by a smaller angle that depends on bunch length, about 19° for a 1 ps bunch.

**From one charge to a bunch**

Maxwell's equations are linear, so the fields add. An electron arriving later contributes the same curve shifted in time, and a shift does not change an integral over all times. If all charges travel on the axis,

$$J\equiv\int B\,dt=\frac{\mu_0Q}{2\pi b}$$

for any longitudinal profile. For the bunch in the question,

$$J=(2\times10^{-7}\ \text{T m/A})\,\frac{10^{-9}\ \text{C}}{50\times10^{-6}\ \text{m}}=4.00\times10^{-12}\ \text{T s}.$$

As a check, the fields of 300 charges placed at random in an uneven two-hump bunch, with $\gamma=5$, were summed and integrated. For length scales of 0.1, 1 and 3 ps the result agrees with $J$ to about one part in a million.

The transverse shape does matter. An electron at $(x,y)$ contributes to the $y$ component of the impulse in proportion to

$$\frac{b-x}{(b-x)^2+y^2}=\mathrm{Re}\,\frac{1}{b-\zeta},\qquad \zeta=x+iy .$$

For $|\zeta|<b$ expand $1/(b-\zeta)=b^{-1}\sum_n(\zeta/b)^n$. Averaging over a ring removes every power except $n=0$ and leaves $1/b$. For a ring outside $b$ the expansion is $-\zeta^{-1}\sum_n(b/\zeta)^n$, whose average is zero. A round beam inside radius $b$ therefore acts as if it were on the axis.

For a centred elliptical Gaussian beam, narrow compared with $b$, the averages are $\langle\zeta^2\rangle=\sigma_x^2-\sigma_y^2$ and $\langle\zeta^4\rangle=3(\sigma_x^2-\sigma_y^2)^2$. To this order,

$$\frac{J_{\rm flat}}{J}\simeq1+\delta+3\delta^2,\qquad \delta=\frac{\sigma_x^2-\sigma_y^2}{b^2}.$$

With rms sizes of 5 and 2 µm, $\delta=21/2500=0.0084$, and the impulse rises by 0.86 %.

**What bunch length does change**

Add the charges $I(t')\,dt'$ that pass at times $t'$, and put $u=\gamma v(t-t')/b$:

$$B(t)=\frac{\mu_0}{4\pi b}\int_{-\infty}^{\infty}\frac{I\big(t-ub/(\gamma v)\big)}{(1+u^2)^{3/2}}\,du .$$

Take a beam energy of 10 GeV, for which $\gamma=19570$ and $b/(\gamma v)=8.5$ as. On a picosecond scale the current hardly changes over this time. It can be taken out of the integral, leaving $B(t)\simeq\mu_0I(t)/(2\pi b)$. For a Gaussian bunch of rms duration $\sigma_t$,

$$B_{\rm peak}=\frac{J}{\sqrt{2\pi}\,\sigma_t}=\frac{4.00\ \text{T ps}}{2.507\times1\ \text{ps}}=1.60\ \text{T}\quad(\sigma_t=1\ \text{ps}).$$

The accompanying electric field is $E\simeq cB$, or 4.78 MV/cm at the peak. At $\sigma_t=0.1$ ps both are ten times larger, and at 10 ps ten times smaller. You were right about the peak field; its area is what stays fixed.

**Rotation of a free spin**

The electron's moment is opposite to its spin $\mathbf S=\hbar\boldsymbol\sigma/2$, so $\boldsymbol\mu=-\gamma_e\mathbf S$ and

$$H(t)=-\boldsymbol\mu\cdot\mathbf B=\frac{\hbar\gamma_e}{2}B_y(t)\,\sigma_y .$$

The field changes in strength but keeps its axis, so $H(t)$ commutes with $H(t')$. No time ordering is needed, and the evolution operator contains only the integral of the field:

$$\mathcal U=\exp\!\left(-\frac{i\theta}{2}\sigma_y\right),\qquad \theta=\gamma_e\int B_y\,dt .$$

To see that $\theta$ is the angle turned, use $\dot\sigma_x=(i/\hbar)[H,\sigma_x]$ and the same for $\sigma_z$. With $[\sigma_y,\sigma_x]=-2i\sigma_z$ and $[\sigma_y,\sigma_z]=2i\sigma_x$,

$$\dot\sigma_x=\gamma_eB_y\sigma_z,\qquad \dot\sigma_z=-\gamma_eB_y\sigma_x .$$

A spin starting along $x$ has $\langle\sigma_x\rangle=\cos\theta$ and $\langle\sigma_z\rangle=-\sin\theta$ after the pulse. For an electron bunch $B_y$ is negative, which reverses the sense of rotation. The size of the angle is

$$|\theta|=\gamma_eJ=(1.76086\times10^{11}\ \text{rad s}^{-1}\text{T}^{-1})(4.00\times10^{-12}\ \text{T s})=0.704\ \text{rad}=40.4^\circ .$$

Solving the Schrödinger equation through Gaussian pulses of 0.1, 1 and 10 ps gives this angle each time.

The word "perpendicular" is needed. If the spin makes an angle $\alpha$ with the field, its component $\cos\alpha$ along the field stays fixed and only the part $\sin\alpha$ rotates. The angle $\Delta$ between the first and last directions then obeys

$$\cos\Delta=\cos^2\alpha+\sin^2\alpha\cos\theta .$$

At $\alpha=50^\circ$ this is $0.413+0.587\times0.762=0.860$, so $\Delta=30.6^\circ$. At $\alpha=0$ nothing turns. The distance matters too, since $\theta\propto1/b$: a perpendicular spin turns by 44.8° at 45 µm and by 36.7° at 55 µm.

**A spin in a magnetic film**

Let the film lie in the $xy$ plane, with its magnetization initially along $x$, radially away from the beam. I treat the magnetization as one uniform moment with the free-electron $\gamma_e$. Its direction $\mathbf m$ obeys $\dot{\mathbf m}=-\gamma_e\mathbf m\times\mathbf B_{\rm eff}$.

The kick lifts $\mathbf m$ out of the plane, and a thin film answers with a demagnetizing field $-\mu_0M_sm_z\hat z$. Write

$$\mathbf m=(\cos\vartheta\cos\psi,\ \cos\vartheta\sin\psi,\ \sin\vartheta),\qquad \mathbf B_{\rm eff}=(0,\,-B,\,-\mu_0M_s\sin\vartheta),$$

with $B>0$ the size of the bunch field. The $z$ component of the equation of motion is $\dot m_z=\gamma_eBm_x$. Dividing by $\cos\vartheta$ gives the first equation below. The second follows from $\dot\psi=(m_x\dot m_y-m_y\dot m_x)/\cos^2\vartheta$:

$$\dot\vartheta=\gamma_eB\cos\psi,\qquad
\dot\psi=-\gamma_e\mu_0M_s\sin\vartheta+\gamma_eB\tan\vartheta\sin\psi .$$

The demagnetizing field does not pull the moment directly back into the plane. It turns the moment in azimuth, and the factor $\cos\psi$ then weakens the remaining kick. The elevation lost is

$$\theta-\vartheta_{\rm final}=\int\gamma_eB(1-\cos\psi)\,dt\simeq\frac12\int\gamma_eB\,\psi^2dt .$$

Measure time in units of $\sigma_t$. At fixed charge and pulse shape, $\gamma_eB\sigma_t$ is then a fixed function, while the source of $\psi$ is proportional to $\gamma_e\mu_0M_s\sigma_t$. For short pulses $\psi$ is proportional to $\sigma_t$ and the loss to $\sigma_t^2$. The condition for the free-spin angle to survive demagnetization is therefore

$$\gamma_e\mu_0M_s\sigma_t\ll1 .$$

For an iron garnet film I take the rough value $\mu_0M_s=0.18$ T, which makes the left side 0.032 at 1 ps. The computed loss from demagnetization alone is 0.007°, and doubling the bunch length multiplies it by 3.997, close to the expected 4.

Adding a 10 mT bias field along $x$ and a damping constant of 0.001 (both rough) gives these angles at a time $6\sigma_t$ after the pulse centre:

| $\sigma_t$ | Elevation | Size of azimuth |
|---|---:|---:|
| 1 ps | 40.3° | 8° |
| 10 ps | 35.8° | 75° |
| 30 ps | 21.3° | 166° |

At 1 ps the elevation is still the free-spin angle to within 0.1°. The total angle from the starting direction is slightly larger, because $\cos40.3^\circ\cos8.0^\circ=0.755$, or about 41°. At 30 ps "40 degrees regardless of length" has failed, although $J$ is unchanged. Most of the tabulated drop, however, is precession in the bias and demagnetizing fields after the pulse: an instantaneous kick followed by the same waiting time already gives 36.9° and 29.0° for the last two rows. With demagnetization alone, which leaves the elevation fixed once the pulse is over, the kick ends at 39.7° for 10 ps and 35.1° for 30 ps, so the weakening of the kick itself is about 0.7° and 5°.

**How close is this to a real experiment?**

The example is a linac bunch with a round 5 µm rms spot, passing through a hole of 20 µm radius in a free-standing garnet film 1 µm thick. Garnet films are normally grown on a substrate; removing it is an idealization that avoids reflected fields, which I have not calculated. I have also not estimated any direct effect of the electric field on the film's magnetic anisotropy. Three other departures can be sized:

- **Heating.** Without the hole, I take 1.5 MeV cm²/g as a rough stopping power for the energy that stays in the film, and a constant heat capacity of 0.6 J/(g K). The temperature rise at the beam centre is then about 1600 K. This stopping power is on the high side: if knock-on electrons above about 10 keV escape, the deposited loss is nearer 1.1 MeV cm²/g and the rise nearer 1200 K. At the hole edge the Gaussian factor $e^{-8}$ reduces this to about 0.5 K.
- **Polarization current.** A film of relative permittivity $\varepsilon_r$ and thickness $d$ carries a sheet current $\varepsilon_0(\varepsilon_r-1)d\,\dot E$. It adds $\pm(\varepsilon_r-1)d\,\dot B/(2c)$ to the field at the two faces. With $\varepsilon_r=15$ (rough), this reaches 1.4 % of the peak field at 1 ps. In this thin-sheet estimate it averages to zero over the thickness, and also over time because it is a derivative.
- **Tunnelling across the gap.** In a two-band model the tunnelling probability is roughly $e^{-S}$, with $S=\pi\sqrt{m_r}\,E_g^{3/2}/(2\hbar eE)$. For a rough gap $E_g=2.8$ eV and an assumed reduced mass $m_r$ of half the electron mass, $S=39$ at 1 ps but 3.9 at 0.1 ps. At the spin, tunnelling is negligible in the first case; at the hole edge the bunch's own field is 2.5 times larger, which by itself would lower $S$ to about 16. Polarization charge around the hole, left out of these numbers, weakens the radial field inside the film. An electrostatic estimate gives about 0.4 of the vacuum field 1 µm from the rim and 0.85 of it at the spin, which raises $S$ there from 39 to about 46 and lowers the 1.4 % above to about 1.2 %. In the second case, the film can no longer be assumed to remain an undisturbed insulator. Avalanche breakdown and breakdown at defects are not included in this estimate.

For this charge, distance and film, about 1 ps is a suitable duration: short enough for the internal fields to do little during the kick, and long enough to make interband tunnelling at the spin negligible. Whether a real film withstands a field of several MV/cm without damage has to be established separately. The numerical output below lists the values used.

## Computed values

```
Bunch charge: 1.0 nC; distance: 50 um
Field impulse J: 4.0000e-12 T s = 4.000 T ps
Gyromagnetic ratio: 1.76086e+11 rad/(s T)
Free-spin rotation: 0.7043 rad = 40.36 deg
Retarded-field impulse / J at v/c = 0.10: 1.0000000
Retarded-field impulse / J at v/c = 0.60: 1.0000000
Retarded-field impulse / J at v/c = 0.95: 1.0000000
Window +-0.250 ps, v/c = 0.6: impulse / J = 0.7474
  same from charge plus electric flux: 0.7474
Two-hump bunch, scale 0.1 ps: impulse / J = 0.999999
Two-hump bunch, scale 1.0 ps: impulse / J = 0.999999
Two-hump bunch, scale 3.0 ps: impulse / J = 1.000000
Flat beam 5 x 2 um rms: impulse / J = 1.00862
Beam energy: 10 GeV; Lorentz factor: 19570
Single-electron passage time b/(gamma v): 8.52 as
Peak fields, sigma 0.1 ps: 15.958 T, 47.840 MV/cm
Peak fields, sigma 1.0 ps: 1.596 T, 4.784 MV/cm
Peak fields, sigma 10.0 ps: 0.160 T, 0.478 MV/cm
Quantum spin turn, sigma 0.1 ps: 40.356 deg
Quantum spin turn, sigma 1.0 ps: 40.356 deg
Quantum spin turn, sigma 10.0 ps: 40.356 deg
Turn of spin at 50 deg to the field: 30.64 deg
Free-spin rotation at 45 um: 44.84 deg
Free-spin rotation at 55 um: 36.69 deg
Film (rough): mu0 Ms 0.18 T, bias 10 mT, damping 0.001
Film, sigma 1 ps: elevation 40.30 deg, azimuth size 8.03 deg
Film, sigma 10 ps: elevation 35.82 deg, azimuth size 75.01 deg
Film, sigma 30 ps: elevation 21.31 deg, azimuth size 165.70 deg
Demagnetization-only elevation loss, 1 ps: 0.0069 deg
  ratio of losses, 2 ps to 1 ps: 3.997
Gap (rough): 2.8 eV; reduced mass: 0.5 me
Tunnelling exponent, sigma 0.1 ps: 3.9
Tunnelling exponent, sigma 1.0 ps: 39.4
Film thickness: 1 um; relative permittivity (rough): 15
Film polarization field / peak field: 1.42 %
Spot size: 5 um rms; hole radius: 20 um
Stopping power (rough): 1.5 MeV cm2/g; heat capacity (rough): 0.6 J/(g K)
Heating without hole, beam centre: 1592 K
Heating at hole edge: 0.53 K
Charge fraction outside hole radius: 3.35e-04
```
